# The scattering matrix, its K-matrix form and its resonance poles: test program

```python
# Result under test: for levels H (N x N, Hermitian) coupled by a constant
# N x M matrix W to M energy-normalized channels with an infinite flat band,
#   S(E) = 1 - 2 pi i W^+ (E - Heff)^-1 W,   Heff = H - i pi W W^+,
#   S = (1 - iK)(1 + iK)^-1,                 K = pi W^+ (E - H)^-1 W,
# and the poles of S are the eigenvalues of Heff with negative imaginary part.
# Energies in meV, W in sqrt(meV), hbar = 1 (times in hbar/meV).
import numpy as np
from scipy.constants import hbar, e as charge
from scipy.linalg import expm
from scipy.special import jv

H = np.array([[-1.0, 0.3, 0.2j], [0.3, 0.2, 0.4], [-0.2j, 0.4, 1.1]])
W = np.array([[0.35, 0.10], [0.20, -0.25], [0.10, 0.40]], dtype=complex)
E0 = 0.5


def effective(h, w):
    return h - 1j * np.pi * w @ w.conj().T


def s_resolvent(energy, h, w, shift=0.0):
    """S from the resolvent; shift multiplies W W^+ as a real level shift."""
    matrix = energy * np.eye(len(h)) - effective(h, w) - shift * w @ w.conj().T
    return np.eye(w.shape[1]) - 2j * np.pi * w.conj().T @ np.linalg.solve(matrix, w)


def k_matrix(energy, h, w):
    """K from the real spectrum and eigenvectors of the closed system."""
    levels, vectors = np.linalg.eigh(h)
    overlaps = vectors.conj().T @ w
    return np.pi * overlaps.conj().T @ (overlaps / (energy - levels)[:, None])


def s_from_k(energy, h, w):
    k = k_matrix(energy, h, w)
    one = np.eye(len(k))
    return np.linalg.solve(one + 1j * k, one - 1j * k)


def evolve(dot, lead, energies, spacing, time):
    """Chebyshev propagation with the full Hermitian Hamiltonian.
    dot: (level, initial state); lead: (channel, initial state, energy)."""
    g = np.sqrt(spacing) * W
    radius = 1.001 * (max(energies[-1], np.linalg.norm(H, 2))
                      + np.linalg.norm(g, 2) * np.sqrt(len(energies)))
    hs, gs, es = H / radius, g / radius, energies / radius
    gs_dag = gs.conj().T

    def apply(c, f):
        return hs @ c + gs @ f.sum(axis=2), f * es + (gs_dag @ c)[:, :, None]

    z = radius * time
    order = np.arange(int(z + 12 * z ** (1 / 3) + 60))
    weight = 2 * jv(order.astype(float), z) * np.array([1, -1j, -1, 1j])[order % 4]
    weight[0] /= 2
    c0, f0 = dot, lead
    c1, f1 = apply(c0, f0)
    c_sum = weight[0] * c0 + weight[1] * c1
    f_sum = weight[0] * f0 + weight[1] * f1
    for a in weight[2:]:
        c2, f2 = apply(c1, f1)
        c2 = 2 * c2 - c0
        f2 *= 2
        f2 -= f0
        c_sum = c_sum + a * c2
        f_sum += a * f2
        c0, f0, c1, f1 = c1, f1, c2, f2
    return c_sum, f_sum


def contour_mean(function, center, radius):
    """Residue of a matrix function inside a circle."""
    steps = radius * np.exp(2j * np.pi * (np.arange(64) + 0.5) / 64)
    return sum(function(center + s) * s for s in steps) / len(steps)


def poles_below_axis(h, w):
    """Minus the winding number of det S around a lower half-plane box."""
    corners = [-6 - 6j, 6 - 6j, 6 - 0.01j, -6 - 0.01j, -6 - 6j]
    path = np.concatenate([np.linspace(a, b, 2001)[:-1]
                           for a, b in zip(corners[:-1], corners[1:])] + [[corners[-1]]])
    dets = np.array([np.linalg.det(s_from_k(z, h, w)) for z in path])
    return -np.sum(np.angle(dets[1:] / dets[:-1])) / (2 * np.pi)


# Scattering of wave packets and decay of the levels in the full system
spacing = 1 / 41
start, duration, decay_time = -15.0, 120.0, 2.0
Heff = effective(H, W)
decay_formula = expm(-1j * Heff * decay_time)
wide_error, band_error, decay_error = {}, {}, {}
for D in (40, 80):
    count = 2 * D * 41
    energies = -D + (np.arange(count) + 0.5) * spacing
    packet = np.exp(-energies ** 2 / 2) * np.exp(-1j * energies * start)
    lead = np.zeros((2, 2, count), dtype=complex)
    lead[0, 0] = lead[1, 1] = packet
    _, out = evolve(np.zeros((3, 2), dtype=complex), lead, energies, spacing, duration)
    window = np.where(np.abs(energies) < 1.5)[0]
    wide, band = [], []
    for j in window:
        measured = out[:, :, j] * np.exp(1j * energies[j] * duration) / packet[j]
        shift = np.log((D + energies[j]) / (D - energies[j]))
        wide.append(np.abs(measured - s_resolvent(energies[j], H, W)).max())
        band.append(np.abs(measured - s_resolvent(energies[j], H, W, shift)).max())
        if abs(energies[j] - E0) < 1e-9:
            S_packet = measured
    wide_error[D], band_error[D] = max(wide), max(band)
    amplitudes, _ = evolve(np.eye(3, dtype=complex), np.zeros((2, 3, count), dtype=complex),
                           energies, spacing, decay_time)
    decay_error[D] = np.linalg.norm(amplitudes - decay_formula, 2)
    assert band_error[D] < 1e-3
# First-order finite-band errors must halve when the band is doubled;
# the allowance covers second-order and oscillating band-edge terms.
assert 1.8 < wide_error[40] / wide_error[80] < 2.2
assert 1.7 < decay_error[40] / decay_error[80] < 2.3

# K form and unitarity, also exactly at the levels of the closed system
for energy in np.linspace(-2.03, 2.07, 23):
    assert np.allclose(s_from_k(energy, H, W), s_resolvent(energy, H, W), atol=1e-10)
closed_levels = np.linalg.eigvalsh(H)
for energy in np.concatenate([closed_levels, np.linspace(-3, 3, 11)]):
    s = s_resolvent(energy, H, W)
    assert np.allclose(s.conj().T @ s, np.eye(2), atol=1e-11)
for energy in closed_levels:
    assert np.abs(np.linalg.eigvals(s_resolvent(energy, H, W)) + 1).min() < 1e-9

# Poles: count, residues, determinant, widths
poles, right = np.linalg.eig(Heff)
sorting = np.argsort(poles.real)
poles, right = poles[sorting], right[:, sorting]
left = np.linalg.inv(right)
widths = -2 * poles.imag
pole_count = poles_below_axis(H, W)
assert abs(pole_count - 3) < 1e-6
residue_norms = []
for k in range(3):
    residue = contour_mean(lambda z: s_from_k(z, H, W), poles[k], 0.03)
    formula = -2j * np.pi * np.outer(W.conj().T @ right[:, k], left[k] @ W)
    assert np.allclose(residue, formula, atol=1e-8)
    residue_norms.append(np.linalg.norm(residue, 2))
    leak = np.linalg.norm(W.conj().T @ right[:, k]) ** 2
    assert abs(widths[k] - 2 * np.pi * leak) < 1e-11
assert min(residue_norms) > 1e-3
for energy in (-0.77, 0.5, 1.3 + 0.2j):
    product = np.prod((energy - poles.conj()) / (energy - poles))
    assert abs(np.linalg.det(s_from_k(energy, H, W)) - product) < 1e-10
width_sum = 2 * np.pi * np.sum(np.abs(W) ** 2)
assert abs(widths.sum() - width_sum) < 1e-11

# Dark state: a real eigenvalue of Heff gives a resolvent pole but no S pole
H_dark = np.diag([0.5, 0.5]).astype(complex)
W_dark = np.array([[0.3], [0.3]], dtype=complex)
dark_eigs = np.linalg.eigvals(effective(H_dark, W_dark))
dark_eigs = dark_eigs[np.argsort(-dark_eigs.imag)]
dark_count = poles_below_axis(H_dark, W_dark)
S_dark_residue = np.abs(contour_mean(
    lambda z: s_resolvent(z, H_dark, W_dark), 0.5, 0.1)).max()
G_dark_residue = np.linalg.norm(contour_mean(
    lambda z: np.linalg.inv(z * np.eye(2) - effective(H_dark, W_dark)), 0.5, 0.1), 2)
assert abs(dark_eigs[0].imag) < 1e-12 and abs(dark_count - 1) < 1e-6
assert S_dark_residue < 1e-10 and abs(G_dark_residue - 1) < 1e-9


def number(z):
    z = complex(round(z.real, 5) + 0.0, round(z.imag, 5) + 0.0)
    return f"{z.real:.5f}{z.imag:+.5f}i"


def show(label, matrix, unit):
    for i, row in enumerate(np.asarray(matrix, dtype=complex), 1):
        print(f"{label} row {i} [{unit}]: " + "  ".join(number(z) for z in row))


show("H", H, "meV")
show("W (left, right)", W, "sqrt(meV)")
show("Heff", Heff, "meV")
print("levels of H [meV]:", " ".join(f"{x:.5f}" for x in closed_levels))
hbar_mev_ps = hbar / charge * 1e15
print(f"hbar [meV ps]: {hbar_mev_ps:.6f}")
for k in range(3):
    print(f"pole {k + 1} [meV]: {number(poles[k])}")
    print(f"  width [meV]: {widths[k]:.5f}; lifetime [ps]: {hbar_mev_ps / widths[k]:.4f}")
    print(f"  norm of S residue [meV]: {residue_norms[k]:.5f}")
print(f"sum of widths [meV]: {widths.sum():.5f}")
print(f"2 pi tr W W^+ [meV]: {width_sum:.5f}")
print(f"poles counted by winding number [1]: {pole_count:.6f}")
S0 = s_resolvent(E0, H, W)
print(f"energy of worked example [meV]: {E0}")
show("K", k_matrix(E0, H, W), "1")
show("S", S0, "1")
show("S from packets, D = 80 meV,", S_packet, "1")
print(f"transmission left to right [1]: {abs(S0[1, 0]) ** 2:.5f}")
print(f"reflection to the left [1]: {abs(S0[0, 0]) ** 2:.5f}")
print(f"max |S^+ S - 1| [1]: {np.abs(S0.conj().T @ S0 - np.eye(2)).max():.1e}")
print(f"channel level spacing [meV]: {spacing:.5f}")
for D in (40, 80):
    print(f"half-band D [meV]: {D}")
    print(f"  max S error, wide-band formula [1]: {wide_error[D]:.5f}")
    print(f"  max S error, finite-band formula [1]: {band_error[D]:.1e}")
    print(f"  decay error at t = {decay_time} hbar/meV [1]: {decay_error[D]:.5f}")
print("dark example: levels 0.5, 0.5 meV; W = 0.3, 0.3 sqrt(meV)"
      if np.allclose(H_dark.diagonal(), 0.5) and np.allclose(W_dark, 0.3) else "")
print("  eigenvalues of Heff [meV]:", "  ".join(number(z) for z in dark_eigs))
print(f"  S poles counted [1]: {dark_count:.6f}")
print(f"  S residue at dark level [meV]: {S_dark_residue:.1e}")
print(f"  resolvent residue norm there [1]: {G_dark_residue:.6f}")
print("all assertions hold")
```

Running it gives:

```
H row 1 [meV]: -1.00000+0.00000i  0.30000+0.00000i  0.00000+0.20000i
H row 2 [meV]: 0.30000+0.00000i  0.20000+0.00000i  0.40000+0.00000i
H row 3 [meV]: 0.00000-0.20000i  0.40000+0.00000i  1.10000+0.00000i
W (left, right) row 1 [sqrt(meV)]: 0.35000+0.00000i  0.10000+0.00000i
W (left, right) row 2 [sqrt(meV)]: 0.20000+0.00000i  -0.25000+0.00000i
W (left, right) row 3 [sqrt(meV)]: 0.10000+0.00000i  0.40000+0.00000i
Heff row 1 [meV]: -1.00000-0.41626i  0.30000-0.14137i  0.00000-0.03562i
Heff row 2 [meV]: 0.30000-0.14137i  0.20000-0.32201i  0.40000+0.25133i
Heff row 3 [meV]: 0.00000-0.43562i  0.40000+0.25133i  1.10000-0.53407i
levels of H [meV]: -1.09309 0.12001 1.27309
hbar [meV ps]: 0.658212
pole 1 [meV]: -1.04655-0.37474i
  width [meV]: 0.74949; lifetime [ps]: 0.8782
  norm of S residue [meV]: 0.78099
pole 2 [meV]: 0.15002-0.53744i
  width [meV]: 1.07489; lifetime [ps]: 0.6124
  norm of S residue [meV]: 1.14352
pole 3 [meV]: 1.19653-0.36016i
  width [meV]: 0.72032; lifetime [ps]: 0.9138
  norm of S residue [meV]: 0.79264
sum of widths [meV]: 2.54469
2 pi tr W W^+ [meV]: 2.54469
poles counted by winding number [1]: 3.000000
energy of worked example [meV]: 0.5
K row 1 [1]: 0.45949+0.00000i  -0.75620-0.03692i
K row 2 [1]: -0.75620+0.03692i  0.71122+0.00000i
S row 1 [1]: 0.42201-0.19442i  0.57404+0.67423i
S row 2 [1]: 0.63699+0.61510i  0.22044-0.40902i
S from packets, D = 80 meV, row 1 [1]: 0.42000-0.19392i  0.57656+0.67348i
S from packets, D = 80 meV, row 2 [1]: 0.63942+0.61411i  0.21761-0.40823i
transmission left to right [1]: 0.78411
reflection to the left [1]: 0.21589
max |S^+ S - 1| [1]: 3.3e-16
channel level spacing [meV]: 0.02439
half-band D [meV]: 40
  max S error, wide-band formula [1]: 0.02966
  max S error, finite-band formula [1]: 9.3e-10
  decay error at t = 2.0 hbar/meV [1]: 0.00744
half-band D [meV]: 80
  max S error, wide-band formula [1]: 0.01479
  max S error, finite-band formula [1]: 1.1e-10
  decay error at t = 2.0 hbar/meV [1]: 0.00364
dark example: levels 0.5, 0.5 meV; W = 0.3, 0.3 sqrt(meV)
  eigenvalues of Heff [meV]: 0.50000+0.00000i  0.50000-0.56549i
  S poles counted [1]: 1.000000
  S residue at dark level [meV]: 1.6e-17
  resolvent residue norm there [1]: 1.000000
all assertions hold
```
